# Why a Troe falloff rate lies below Lindemann at reduced pressure one

## Question

I am adding radical recombination to a neutral-transport model of a plasma reactor. The reaction is an association,

$$
A+B\;(+M)\rightarrow AB\;(+M),
$$

where $M$ is any gas molecule that carries off energy. My rate data consist of a low-pressure constant $k_0$, a high-pressure constant $k_\infty$ and a "Troe centre factor" $F_c=0.6$.

At reduced pressure one, the Lindemann formula gives me half of $k_\infty$. A colleague's code uses the simple symmetric Troe form and gets 0.30 of $k_\infty$. I can see that $0.5\times0.6=0.30$, but I don't understand why the whole factor 0.6 appears at this pressure, or why the correction should lower the rate. Lindemann already includes both formation and break-up of the excited molecule, so what has it left out? And does the difference matter at around 1 Torr?

## Answer

Both numbers are right for their formulas. Lindemann gives every excited molecule the same lifetime. A real one forms with a range of energies, and hence of lifetimes, and that spread lowers the rate at given $k_0$ and $k_\infty$. Stabilization that takes several weak collisions can lower it further. The Troe factor represents the combined lowering empirically, and its symmetric form places the full factor $F_c$ at reduced pressure one.

### The Lindemann half

Define the effective two-body constant $k$ by

$$
\frac{d[AB]}{dt}=k[A][B].
$$

Its limits are $k\to k_0[M]$ at low gas density and $k\to k_\infty$ at high density. Here $k_0$ is a three-body constant in cm$^6$/s, while $k$ and $k_\infty$ are in cm$^3$/s.

Let $A$ and $B$ form an excited adduct $AB^*$ with rate constant $k_\infty$. The adduct falls apart at frequency $k_d$, or is stabilized by a collision at frequency $w=k_c[M]$. Then

$$
\frac{d[AB^*]}{dt}=k_\infty[A][B]-(k_d+w)[AB^*].
$$

The adduct is short-lived, so its density quickly adjusts to make the right side nearly zero:

$$
[AB^*]=\frac{k_\infty[A][B]}{k_d+w}.
$$

Stable product appears at the rate $w[AB^*]$. Comparing this with the definition of $k$ gives

$$
\frac{k}{k_\infty}=\frac{w}{k_d+w}.
$$

This is the probability that a newly formed adduct is stabilized before it breaks up.

At low density $w\ll k_d$, so $k\to k_\infty k_c[M]/k_d$. This must equal $k_0[M]$, hence $k_0=k_\infty k_c/k_d$. The reduced pressure is therefore

$$
P_r\equiv\frac{k_0[M]}{k_\infty}=\frac{k_c[M]}{k_d}=\frac{w}{k_d}.
$$

Dividing the numerator and denominator of $k/k_\infty$ by $k_d$ gives

$$
\left(\frac{k}{k_\infty}\right)_{\rm Lindemann}=\frac{P_r}{1+P_r}.
$$

At $P_r=1$, stabilization and break-up are equally fast, and the result is $1/2$. Note that $P_r$ is a dimensionless ratio: $P_r=1$ does not mean 1 Torr.

### What a spread of lifetimes does

Now let association form adducts in several states $i$, with probabilities $p_i$ that sum to one. State $i$ has lifetime $t_i$ against break-up. Suppose that one collision is enough to stabilize any of them (the strong-collision assumption), and that $w$ is the same for all. Define

$$
x_i=wt_i .
$$

The break-up frequency of state $i$ is $1/t_i=w/x_i$, so its stabilization probability is

$$
\frac{w}{w+w/x_i}=\frac{x_i}{1+x_i}.
$$

Averaging over the states formed,

$$
\frac{k}{k_\infty}=\sum_i p_i\frac{x_i}{1+x_i}.
$$

At low density every $x_i$ is small and this sum tends to $\sum_i p_ix_i$. In the same limit $k/k_\infty$ tends to $k_0[M]/k_\infty=P_r$. Both expressions are proportional to $[M]$, so they agree at every density:

$$
P_r=\sum_i p_ix_i .
$$

The reduced pressure thus fixes the mean of $x$, but the rate depends on the mean of $x/(1+x)$. To compare the two, write $m=P_r$ and start from

$$
\frac{x}{1+x}-\frac{m}{1+m}
=\frac{x(1+m)-m(1+x)}{(1+x)(1+m)}
=\frac{x-m}{(1+x)(1+m)}.
$$

Next use

$$
\frac{1}{1+x}=\frac{1}{1+m}-\frac{x-m}{(1+x)(1+m)},
$$

which follows by putting the right side over a common denominator. Substitution gives

$$
\frac{x}{1+x}=\frac{m}{1+m}+\frac{x-m}{(1+m)^2}
-\frac{(x-m)^2}{(1+x)(1+m)^2}.
$$

On averaging, the middle term vanishes because $m$ is the mean of $x$. What remains is

$$
\frac{k}{k_\infty}=\frac{P_r}{1+P_r}
-\frac{1}{(1+P_r)^2}\sum_i p_i\frac{(x_i-P_r)^2}{1+x_i}.
$$

The last sum cannot be negative. Within this strong-collision model, a spread of lifetimes therefore lowers the rate at fixed $P_r$, and Lindemann is recovered when all the lifetimes are equal.

The physical reason is saturation. An adduct that lives much longer than the time between collisions is almost sure to be stabilized, and living longer still gains it almost nothing. Yet its long lifetime counts in full towards the mean, and so towards $k_0$. Adducts with lifetimes much shorter than that time, meanwhile, are mostly lost.

### A case that gives 0.30 by hand

Take two kinds of adduct:

- a fraction $16/19$ with $x=1/4$;
- a fraction $3/19$ with $x=5$.

The reduced pressure is

$$
P_r=\frac{16}{19}\cdot\frac14+\frac{3}{19}\cdot5
=\frac{4+15}{19}=1.
$$

The stabilization probabilities are $(1/4)/(5/4)=1/5$ and $5/6$, so

$$
\frac{k}{k_\infty}
=\frac{16}{19}\cdot\frac15+\frac{3}{19}\cdot\frac56
=\frac{3.2+2.5}{19}=0.30.
$$

With the same $k_0$, $k_\infty$ and gas density, a single lifetime would give 0.50. I chose these fractions to make the arithmetic come out at 0.30. They show that a spread of lifetimes can produce the factor 0.6; they do not derive that value for a particular molecule.

### The symmetric Troe form

A real adduct has very many states and may need several collisions to be stabilized. Its falloff curve is often summarized by multiplying Lindemann by a broadening factor $F$, which covers both effects. The simple symmetric form is

$$
\frac{k}{k_\infty}=\frac{P_r}{1+P_r}F,
\qquad
\log_{10}F=\frac{\log_{10}F_c}{1+(\log_{10}P_r)^2}.
$$

This is an empirical interpolation, and $F_c$ is an input to it. At $P_r=1$ the logarithm of $P_r$ is zero, so the denominator is one and

$$
\log_{10}F=\log_{10}F_c\quad\Rightarrow\quad F=F_c=0.6 .
$$

Therefore

$$
\boxed{\frac{k}{k_\infty}=\frac{1}{1+1}\times0.6=0.30}
$$

and Lindemann, which has $F=1$, is too high by $0.50/0.30=5/3$ relative to this form.

The whole correction appears here because $P_r=1$ is the minimum of $F$. For any other $P_r$ the denominator exceeds one, which brings the negative number $\log_{10}F$ closer to zero. Replacing $P_r$ by $1/P_r$ changes the sign of $\log_{10}P_r$ but not its square, so $F$ is the same at equal distances on either side of the centre. That is the sense in which the form is symmetric; the rate itself is not.

One decade from the centre, for example, the denominator is 2 and $F=\sqrt{0.6}=0.7746$. Hence

$$
P_r=0.1:\quad \frac{k}{k_\infty}=0.0909\times0.7746=0.0704,
$$

$$
P_r=10:\quad \frac{k}{k_\infty}=0.9091\times0.7746=0.704.
$$

Far from the centre $F\to1$, which restores $k\to k_0[M]$ on one side and $k\to k_\infty$ on the other. The approach is slow: at $P_r=0.01$ the denominator is 5 and $F=0.6^{1/5}=0.90$, so the rate is still 10% below Lindemann.

The two-lifetime model gives 0.0732 and 0.756 at $P_r=0.1$ and 10. It meets the Troe curve at the centre by my choice of fractions, but it is a different curve.

### Check which Troe form your data use

Some versions divide $\log_{10}P_r$ by a width $N$ before squaring. This changes the curve elsewhere but leaves 0.30 at the centre, where the logarithm is zero. The fuller Troe form also shifts the minimum:

$$
\log_{10}F=\frac{\log_{10}F_c}
{1+\left[\dfrac{\log_{10}P_r+c}{N-0.14(\log_{10}P_r+c)}\right]^2},
$$

$$
c=-0.4-0.67\log_{10}F_c,\qquad
N=0.75-1.27\log_{10}F_c .
$$

For $F_c=0.6$, $\log_{10}F_c=-0.222$, so $c=-0.251$ and $N=1.032$. At $P_r=1$ the square bracket is $-0.251/1.067=-0.236$, which gives $\log_{10}F=-0.222/1.056=-0.210$ and $F=0.616$. The result is $k/k_\infty=0.308$, about 3% above the symmetric form. Use the form with which your $F_c$ was fitted.

### What it means near 1 Torr

Consider a polyatomic radical $A$ recombining with an atom $B$ downstream of a fluorocarbon plasma. I take round model values, not data for a particular reaction:

- gas temperature 400 K;
- $k_0=1\times10^{-27}$ cm$^6$/s and $k_\infty=2\times10^{-11}$ cm$^3$/s at that temperature;
- $[B]=10^{14}$ cm$^{-3}$ and $[A]=10^{12}$ cm$^{-3}$.

The gas density at the centre of the falloff follows from $P_r=1$:

$$
[M]=\frac{k_\infty}{k_0}
=\frac{2\times10^{-11}}{1\times10^{-27}}
=2\times10^{16}\ {\rm cm^{-3}}.
$$

The ideal-gas law $p=[M]k_BT$ turns this into 0.828 Torr. Your pressure range is therefore where the two formulas differ by the largest factor, if your constants resemble these.

Atoms outnumber radicals by 100 to 1, so recombination can use up at most 1% of the atoms initially present. The radical loss frequency is then nearly constant at $\nu=k[B]$:

$$
\nu_{\rm Lindemann}=0.50\,(2\times10^{-11})(10^{14})=1000\ {\rm s^{-1}},
$$

$$
\nu_{\rm Troe}=0.30\,(2\times10^{-11})(10^{14})=600\ {\rm s^{-1}}.
$$

The decay time is 1.0 ms in the first case and 1.7 ms in the second. In a steady flow at fixed speed, with this loss alone, radicals would travel $5/3$ as far before decaying by the same factor. If a fixed source of radicals balanced this loss, and the atoms were replenished so that $[B]$ stayed constant, the radical density would be $5/3$ as high. After a residence time of 0.1 s, however, both formulas predict almost complete recombination, so the final product yield would hardly reveal the difference.

At fixed temperature $P_r$ is proportional to pressure:

| Pressure (Torr) | $P_r$ | Lindemann | Symmetric Troe |
|---:|---:|---:|---:|
| 0.1 | 0.121 | 0.108 | 0.082 |
| 1 | 1.21 | 0.547 | 0.329 |
| 10 | 12.1 | 0.923 | 0.730 |

The last two columns are $k/k_\infty$.

### What could move the 0.30

**Gas heating** is the largest of the changes I estimated. Raise the gas to 500 K at the same pressure, hold $k_\infty$ and $F_c$ fixed, and let $k_0$ vary as $T^{-4}$, a rough assumption for a polyatomic adduct. The gas density falls as $T^{-1}$, so

$$
P_r=\left(\frac{400}{500}\right)^5=0.328,
$$

and the symmetric Troe form gives $k/k_\infty=0.163$, little more than half the original value. That is a factor of 1.84, against $5/3$ between the two formulas, so a 100 K temperature error can matter as much as the choice of formula. Which is larger depends on the assumed exponent: $k_0\propto T^{-3}$ gives 0.186, a factor of 1.61.

**The input constants** matter too. At the original temperature and pressure, a different collision partner that halves or doubles $k_0$ gives 0.209 or 0.417. With $P_r=1$ held fixed, the result is simply $F_c/2$: 0.25 for $F_c=0.5$ and 0.35 for $F_c=0.7$.

**The steady-state assumption** is safe here. Let $r=k/k_\infty$ be the stabilization probability and $a=k_\infty[B]=2000$ s$^{-1}$ the frequency at which a radical forms an adduct. On average $1/r$ adducts must form before one is stabilized. Each attempt takes a mean time $1/a$ to form the adduct, plus the mean time the adduct then survives against both break-up and stabilization:

$$
\sum_i\frac{p_i}{w+w/x_i}=\frac1w\sum_i p_i\frac{x_i}{1+x_i}=\frac rw .
$$

The mean time to stable product is thus

$$
\frac1r\left(\frac1a+\frac rw\right)=\frac1{ar}+\frac1w .
$$

The steady-state result is the first term. With a rough stabilizing-collision constant of $3\times10^{-10}$ cm$^3$/s, $w=6\times10^6$ s$^{-1}$. The second term is then $ar/w=600/(6\times10^6)=10^{-4}$ of the first. The "mean adduct lifetime" in the output below is $1/w=1.67\times10^{-7}$ s, the mean time between stabilizing collisions; the mean survival time of an adduct is $r/w=5\times10^{-8}$ s.

### Other processes in the reactor

These do not change $k$, but they affect the radical balance or the product.

**Wall loss.** Take a long tube of radius $R=5$ cm and a diffusion coefficient times pressure of 100 cm$^2$ Torr/s, so $D=100/0.828=121$ cm$^2$/s. If every radical that reaches the wall is lost, the slowest-decaying radial profile is $J_0(2.405\,\rho/R)$ at distance $\rho$ from the axis; it vanishes at the wall. Its decay frequency is

$$
D\left(\frac{2.405}{R}\right)^2=27.9\ {\rm s^{-1}},
$$

or 4.7% of the Troe recombination frequency. A less absorbing wall would make this mode decay more slowly, so this is an upper bound for it. End losses are not included.

**Self-recombination.** If $A+A$ events occur at the rate $k_s[A]^2$ per unit volume, each removes two radicals, and the loss frequency per radical is $2k_s[A]$. For $k_s=10^{-11}$ cm$^3$/s this is 20 s$^{-1}$ at the initial radical density, or 3.3% of the Troe value, and it falls as the radicals are used up.

**Electron impact.** With $10^8$ electrons per cm$^3$ and a dissociation constant of $10^{-9}$ cm$^3$/s, the product breaks up at 0.1 s$^{-1}$. Over 0.1 s that destroys about 1% of it. An electron density a hundred times higher would make this loss substantial, so the estimate should not be carried into the active discharge.

### How this compares with real reactors

Pressures of order 1 Torr are reasonable for a downstream or remote-plasma region. Many etch chambers run at roughly 10 mTorr instead. With the constants above, that gives $P_r\approx0.012$, close to the three-body limit, where the symmetric Troe form lies about 10% below Lindemann and the fuller form about 13% below. Wall loss can matter far more there, because the diffusion coefficient varies as $1/p$: in the tube above, the formula with zero density at the wall gives about 2300 s$^{-1}$. That overestimates the loss, because the mean free path, about 0.7 to 0.9 cm for a radical of mass 50 to 69 u, is no longer small against $R$; allowing for this, a fully absorbing wall gives about 1900 s$^{-1}$. Recombination would be about 21 s$^{-1}$ at the same $[B]$, which at 10 mTorr would be 41% of the gas, and about 0.26 s$^{-1}$ if the atoms stayed at 0.5% of it. Three-body constants vary by orders of magnitude between radicals, so the centre of the falloff can lie far from 0.8 Torr. The atom density used here is 0.5% of the gas, and a strongly dissociated feed can contain much more. The assumption I would question first is the uniform 400 K: real reactors have temperature gradients, and in this model 100 K of heating moves 0.30 to 0.16. For your code, I would evaluate $k_0$ and $k_\infty$ at the local gas temperature in each cell, with $k_0$ suited to the local gas mixture, compute $P_r$ from the local gas density, and then apply the Troe form that belongs to your rate data.

The numerical output below gives the remaining digits.

## Table of computed values

```
CENTRE OF THE FALLOFF, Pr = 1, Fc = 0.6
Lindemann k/k_inf: 0.5000
symmetric Troe k/k_inf: 0.3000
Lindemann/Troe: 1.6667
two-lifetime network k/k_inf: 0.3000
random networks, largest k/k_Lindemann: 0.9995
FALLOFF: Pr, Lindemann, symmetric Troe, two lifetimes
  0.1 0.0909 0.0704 0.0732
  1.0 0.5000 0.3000 0.3000
 10.0 0.9091 0.7042 0.7563
EXAMPLE INPUTS (round model values)
gas temperature: 400 K
k0: 1.0e-27 cm^6/s
k_inf: 2.0e-11 cm^3/s
atom density: 1.0e+14 cm^-3
radical density: 1.0e+12 cm^-3
EXAMPLE RESULTS
gas density at Pr = 1: 2.000e+16 cm^-3
pressure at Pr = 1: 0.828 Torr
k, Lindemann: 1.00e-11 cm^3/s
k, symmetric Troe: 6.00e-12 cm^3/s
capture frequency k_inf*[atoms]: 2000.0 1/s
radical loss, Lindemann: 1000.0 1/s
radical loss, symmetric Troe: 600.0 1/s
pressure (Torr), Pr, Lindemann, symmetric Troe
  0.1   0.1207 0.1077 0.0816
  1.0   1.2071 0.5469 0.3293
 10.0  12.0706 0.9235 0.7298
NEGLECTED EFFECTS ON k/k_inf, at the Pr = 1 pressure
full Troe form: 0.3082
gas at 500 K: Pr = 0.3277, k/k_inf = 0.1632
k0 halved: 0.2087
k0 doubled: 0.4173
Fc = 0.5: 0.2500
Fc = 0.7: 0.3500
stabilizing collision constant: 3.0e-10 cm^3/s
stabilizing collision frequency: 6.00e+06 1/s
mean adduct lifetime: 1.67e-07 s
relative steady-state error: 1.0e-04
COMPETING AND REVERSE PROCESSES
tube radius: 5.0 cm
diffusion coefficient x pressure: 100 cm^2 Torr/s
wall loss, upper bound: 27.9 1/s
wall bound / Troe loss: 0.047
self-recombination constant: 1.0e-11 cm^3/s
self-recombination loss: 20.0 1/s
self-recombination / Troe loss: 0.033
electron density: 1.0e+08 cm^-3
electron dissociation constant: 1.0e-09 cm^3/s
residence time: 0.1 s
product fraction broken by electrons: 0.0100
```
